# The half in the image energy and its effect on Schottky lowering

Suppose the current through an insulating film is measured against field, and the slope of a Schottky plot is to be turned into a permittivity. A choice must be made first: is the attraction between an escaping electron and the metal worth the electron's charge times the potential of its image, or half of that? With the half, the data constructed below give a relative permittivity of 4.5. Without it, the same data give 9.0. The second value is not absurd for a high-k oxide, so the number itself gives no warning.

The question can be settled in a model that is solved in closed form: one electron, a flat metal surface and a uniform field.

## The electron and the charge it induces

Let an ideal metal fill the region $x<0$ and be held at zero potential. A linear dielectric of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ fills $x>0$. The electron, with charge $-e$, is at distance $x$ from the surface. Formulas are in SI form, and numbers are in nm, eV and MV/cm.

Outside the metal, the potential must have the electron as its source and must vanish on the surface. Put a fictitious charge $+e$ at the mirror point, a distance $x$ behind the surface. Every surface point is equally far from both charges, so their potentials cancel there. The fictitious charge lies outside the region where the solution is used, so it adds no source to it. Since the source and the boundary values determine the potential, this is the solution.

The real partner of the electron is a surface charge. At a surface point a distance $r$ from the foot of the perpendicular, let $s=\sqrt{r^2+x^2}$. The electron and the image each contribute a normal field $ex/(4\pi\varepsilon s^3)$, pointing out of the metal. The field inside the metal is zero, so the surface density is $\varepsilon$ times the sum:

$$\sigma(r)=\frac{ex}{2\pi s^3}.$$

Because $r\,dr=s\,ds$, the total is $\int_0^\infty\sigma\,2\pi r\,dr=ex\int_x^\infty ds/s^2=e$. The potential that this charge produces at the electron is

$$\phi_{\rm ind}=\int_0^\infty\frac{\sigma\,2\pi r\,dr}{4\pi\varepsilon s}
=\frac{ex}{4\pi\varepsilon}\int_x^\infty\frac{ds}{s^3}
=\frac{e}{8\pi\varepsilon x}.$$

This equals the potential of a charge $+e$ at distance $2x$. The force on the electron is likewise that of the image. It points toward the metal and has magnitude

$$f(x)=\frac{e^2}{4\pi\varepsilon(2x)^2}=\frac{e^2}{16\pi\varepsilon x^2}.$$

## Pulling the electron away

Take the energy to be zero when the electron is far from the metal and no field is applied. The energy at $x$ is then minus the work needed to pull the electron slowly to infinity. At each intermediate distance $x'$ the surface charge has readjusted, and the image is at distance $2x'$. Hence

$$U_{\rm im}(x)=-\int_x^\infty\frac{e^2}{16\pi\varepsilon x'^2}\,dx'
=-\frac{e^2}{16\pi\varepsilon x}=\frac12(-e)\phi_{\rm ind}.$$

Now imagine that the surface charge were frozen in its initial pattern. It would act like a charge $+e$ fixed at the original mirror point, and the separation would be $x+x'$. The work would be

$$\int_x^\infty\frac{e^2}{4\pi\varepsilon(x+x')^2}\,dx'
=\frac{e^2}{4\pi\varepsilon(2x)}=\frac{e^2}{8\pi\varepsilon x},$$

which is the full product $e\phi_{\rm ind}$. The full product therefore answers a different question: how strongly is the electron bound to a charge that does not respond? In the metal the image retreats as the electron leaves, the force falls off faster, and the work is halved.

The difference is stored in the surface charge. Its elements repel one another, and assembling them costs energy. On the surface the potential of the induced charge alone is $e/(4\pi\varepsilon s)$, because it cancels that of the electron. The energy of assembly is

$$\frac12\int_0^\infty\frac{ex}{2\pi s^3}\,\frac{e}{4\pi\varepsilon s}\,2\pi r\,dr
=\frac{e^2x}{8\pi\varepsilon}\int_x^\infty\frac{ds}{s^3}
=\frac{e^2}{16\pi\varepsilon x}.$$

The attraction contributes $-e^2/(8\pi\varepsilon x)$ and the assembly $+e^2/(16\pi\varepsilon x)$. Their sum is $U_{\rm im}$. The half is thus the net result of a gain and a cost, the cost being half as large as the gain.

## The same half in the field

The energy can also be located in the electric field. Let $\mathbf E_e$ and $\mathbf E_i$ be the fields of the electron and of its image. The real field is $\mathbf E_e+\mathbf E_i$ for $x>0$ and zero in the metal. Subtract the energy of the electron alone in an unbounded dielectric, which does not depend on position:

$$U_{\rm im}=\varepsilon\int_{x>0}\mathbf E_e\cdot\mathbf E_i\,dV
+\frac{\varepsilon}{2}\left[\int_{x>0}E_i^2\,dV-\int_{x<0}E_e^2\,dV\right].$$

The infinite energy near the electron has cancelled. The bracket vanishes because its two integrals are mirror images of each other. The first term, if taken over all space, would be the interaction energy of two real charges $-e$ and $+e$ at separation $2x$, namely $-e^2/(8\pi\varepsilon x)$. Its integrand is symmetric under reflection, so the half-space contains half of it. A real pair fills all space with field, whereas the electron and the metal fill one side.

## Why the applied field has no half

Now place a second electrode at distance $t$ and hold it at a positive voltage $V$. Without the electron, the field has magnitude $F=V/t$ and pulls electrons away from the first electrode. Should its energy be halved too?

The induced potential is proportional to the electron's own charge. If that charge were built up from zero in small portions, the early portions would meet a small potential and the last the full one, and the average is half. The applied potential is there before the electron arrives, so every portion meets its full value.

Since the voltage is held by a battery, the energy balance should include it. First find how much charge the electron induces on the far electrode when both are grounded. Moving the electron sideways does not change this total, so the electron may be replaced by a uniform sheet of density $-q_s$ at the same $x$. Let the sheet induce $q_1$ per area on the near electrode and $q_2$ on the far one, with $q_1+q_2=q_s$. The fields on the two sides are $q_1/\varepsilon$ and $q_2/\varepsilon$ in magnitude. Both electrodes have the same potential, so

$$q_1x=q_2(t-x),\qquad q_2=q_s\frac{x}{t}.$$

A single electron thus induces $ex/t$ on the far electrode. When it advances by $dx$, the battery carries a charge $e\,dx/t$ through the voltage $V$ and delivers the work

$$V\,\frac{e\,dx}{t}=eF\,dx.$$

None of this work stays in the field as a cross term. Let $\phi_V$ be the potential of the voltage alone, and $\phi_e$ that of the electron between grounded electrodes. Integration by parts gives

$$\varepsilon\int\nabla\phi_V\cdot\nabla\phi_e\,dV
=\varepsilon\oint\phi_e\,\partial_n\phi_V\,dA-\varepsilon\int\phi_e\nabla^2\phi_V\,dV=0,$$

because $\phi_e=0$ on the electrodes and $\nabla^2\phi_V=0$ between them. The whole amount $eF\,dx$ goes to the electron, and the applied field contributes $-eFx$ to its energy.

## The top of the barrier

Let $\Phi$ be the barrier from the metal's Fermi level to the oxide's conduction band without field or image attraction. For a film much thicker than the distances of interest, the second electrode's own image effect is small, and

$$U(x)=\Phi-\frac{a}{x}-eFx,\qquad a=\frac{e^2}{16\pi\varepsilon}.$$

The slope vanishes where $a/x^2=eF$. The second derivative, $-2a/x^3$, is negative, so this point is the maximum:

$$x_m=\sqrt{\frac{a}{eF}}=\sqrt{\frac{e}{16\pi\varepsilon F}}.$$

At the top, $a/x_m=\sqrt{aeF}$ and $eFx_m=\sqrt{aeF}$. The two terms contribute equally, and the lowering is

$$\Delta=2\sqrt{aeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon}}.$$

Omitting the half replaces $a$ by $2a$. With $\varepsilon$ and $F$ held fixed, both $x_m$ and $\Delta$ grow by $\sqrt2$.

Why is the lowering not doubled? At the old $x_m$, the image part doubles while the field part stays the same, so the reduction there is $\tfrac32\Delta$. But the top has moved outward, to the point where the total reduction is smallest, and there it is $\sqrt2\,\Delta$.

A second case shows when the full product is right. Let the electron escape from a fixed positive ion of charge $+e$ in the same dielectric. The partner does not move, and $x$ is the entire separation. The energy is $-e^2/(4\pi\varepsilon x)=-4a/x$, so the lowering is $2\sqrt{4aeF}=2\Delta$. This is the Poole–Frenkel lowering. The factor $\sqrt2$ belongs to neither process. It comes from treating a mobile image as a fixed charge while keeping the separation $2x$.

## A tantalum electrode on its oxide

Consider electrons entering a 20 nm layer of tantalum oxide from a tantalum electrode at 0.50 MV/cm and 400 K. Rough typical inputs are $\Phi=1.0$ eV, an optical relative permittivity of 4.5, a static one of 25, and an effective mass $m^*$ of 0.3 free-electron masses. The optical permittivity is used for the image, on the assumption that the electron passes the top before the lattice responds.

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm,

$$a=\frac{1.440}{4\times4.5}=0.0800\ \text{eV nm}.$$

The field gives $eF=0.050$ eV/nm. Therefore

$$x_m=\sqrt{\frac{0.0800}{0.050}}=1.26\ \text{nm},\qquad
\Delta=2\sqrt{0.0800\times0.050}=0.126\ \text{eV}.$$

Each term supplies 0.063 eV. Without the half, $a$ becomes 0.1600 eV nm, the top moves to 1.79 nm, and the lowering becomes 0.179 eV. The remaining barrier is 0.874 eV in the correct calculation and 0.821 eV in the other.

An error of 0.05 eV is small beside the barrier but larger than $kT=0.0345$ eV. To see its effect, count the electrons that cross the top. Their occupation is the Boltzmann tail, and there are $2/h^3$ states per volume of phase space, including spin. With momentum $p$ at the top,

$$J=\frac{2e}{h^3}e^{-(\Phi-\Delta)/kT}
\int_{p_x>0}\frac{p_x}{m^*}e^{-p^2/2m^*kT}\,d^3p.$$

The integral over $p_x$ gives $kT$, and the two transverse integrals give $2\pi m^*kT$. Hence

$$J=\frac{4\pi em^*k^2T^2}{h^3}\,e^{-(\Phi-\Delta)/kT}.$$

This yields $5.7\times10^{-5}$ A/cm² with the half and $2.6\times10^{-4}$ A/cm² without it. Their ratio follows from the lowerings alone:

$$\exp\!\left[\frac{(\sqrt2-1)\Delta}{kT}\right]
=\exp\!\left(\frac{0.0524}{0.0345}\right)\approx4.6.$$

At 300 K, with all else fixed, the ratio is 7.6. Cooling makes the same energy error more costly.

## Reading a permittivity from the slope

At fixed temperature, $\ln J$ is linear in $\sqrt F$ with slope $S=\sqrt{e^3/4\pi\varepsilon}/kT$. Solving for the permittivity gives

$$\varepsilon=\frac{e^3}{4\pi(SkT)^2}.$$

Without the half, the assumed slope is $\sqrt{e^3/2\pi\varepsilon}/kT$, and the same data give $e^3/[2\pi(SkT)^2]$, twice as much. Seven currents computed from the correct over-the-top model, at fields from 0.2 to 0.8 MV/cm, were fitted with a straight line. The correct formula returns 4.5 and the other returns 9.0. Since 9.0 lies between the optical and static values, it could be misread as a sign that the lattice partly follows the electron.

## What the model leaves out

**Tunnelling.** Electrons just below the top can pass through it. Their transmission was estimated from the WKB action integral between the classical turning points. Above the top, the barrier was treated as a parabola. In this estimate, integrating over the thermal supply of electrons multiplies the correct current by 1.9, and the false excess falls from 4.6 to 3.9. The shape of the top accounts for the direction of this change: the curvature $2a/x_m^3$ is smaller by $\sqrt2$ when the half is omitted, because $a$ doubles while $x_m^3$ grows by $2\sqrt2$. A flatter top is harder to tunnel through. With or without the half, the curvature grows as $F^{3/2}$, so tunnelling matters more at higher field. This steepens a Schottky plot and makes the permittivity read from it too low. For the inputs used here, that error can exceed the factor of two caused by omitting the half. The numbers are only a crude guide. An electron with kinetic energy $kT$ in the oxide has a wavelength of about 12 nm, much longer than $x_m$, so the barrier does not vary slowly, as WKB requires. The estimate also leaves out reflection at the metal surface, which can outweigh the gain from tunnelling and can make the false excess rise instead of fall.

**Lattice response.** The mean forward speed of electrons crossing the top is $\sqrt{\pi kT/2m^*}$. At that speed, the distance $x_m$ takes 7 fs. A lattice vibration with a rough quantum of 0.05 eV has a period of 83 fs, which supports the optical value for free flight. Free flight requires a collision time of at least 7 fs, or a mobility $e\tau/m^*$ of about 42 cm²/Vs. This is a lower bound: at that mobility, scattering back from beyond the top still removes roughly a third of the current in a drift-diffusion estimate, and the slope gives a permittivity near 3 instead of 4.5. If the mobility is lower, the electron lingers and the lattice can respond. In the limit of the static permittivity, at the same field, the lowering is 0.054 eV. The factor $\sqrt2$ is unaffected, because it does not depend on $\varepsilon$.

**The metal surface.** Screening in a real metal takes place over a finite depth. If it moves the image plane a small distance $\delta$ into the metal, the image term becomes $-a/(x+\delta)$. The applied field enters the metal too. If the same permittivity holds for both, its potential is counted from the same plane, and the field term becomes $-eF(x+\delta)$. Writing $y=x+\delta$ gives back the reduction $a/y+eFy$, so the top moves toward the surface by $\delta$ and the lowering stays the same. In an oxide the steady field involves the static permittivity and the image the optical one. In a simple screening model each shift is proportional to the oxide permittivity that applies to it. The field's shift is then $25/4.5\approx5.6$ times $\delta$, and the lowering grows by about $4.6\,eF\delta$. For $\delta=0.2$ nm this is about 0.05 eV, comparable with the error from omitting the half. Close to the surface, where $x$ is comparable with $\delta$, even the shifted form fails. For $\delta=0.2$ nm the top lies about $5\delta$ out: there $-a/(x+\delta)$ still holds in this screening model, while the unshifted $-a/x$ is about 19% too large.

**The second electrode.** Summing the repeated images in both electrodes changes the lowering by 0.04 meV for the 20 nm film. The correction would matter if $x_m$ were comparable with the thickness, as happens in very thin films or at very low fields.

**Trapped charge.** By the sharing rule found above, a charged sheet halfway through the film induces half its charge on each electrode. A sheet of $n$ electrons per area therefore changes the field at the injecting electrode by $en/(2\varepsilon)$, with the static permittivity because the charge stays in place. A change of 10% needs about $1.4\times10^{12}$ cm⁻². Since $\Delta\propto\sqrt F$, the lowering then changes by about 5%.

Beside a real tantalum capacitor or gate film, the chosen barrier and permittivities are plausible but rough, since both depend on how the oxide was grown. The field is moderate, one eighth of a rough breakdown field of 4 MV/cm. The weakest assumption is probably free flight, because amorphous oxides tend to have low mobilities. Collisions reduce the current below the thermionic value, and they can move the lowering from 0.126 eV toward 0.054 eV. That shift is larger than the error from omitting the half. Where collisions limit the current, its prefactor also grows with the field, so the slope no longer gives the permittivity directly. A permittivity should therefore be read from a Schottky slope only where electrons cross the top in free flight, where tunnelling, reflection and field penetration into the metal hardly change the slope, where the field at the electrode is known and where traps are not controlling the current. Under those conditions the half decides between the right permittivity and twice its value. The tantalum example does not clearly meet the first two. Its 4.5 and 9.0 come from currents constructed with the over-the-top formula, and a real film with the same inputs could give a different slope.
